# Recovering a charge neutrality level from two crossing Schottky barrier lines

## Problem

Five metals are deposited on n-type silicon after surface process A, and the same five after process B. The barrier for electrons passing from metal to semiconductor is measured at zero bias by internal photoemission. Synthetic thresholds, in eV, are:

| Work function $\phi_M$ | Process A | Process B |
|---:|---:|---:|
| 4.2 | 0.423 | 0.615 |
| 4.4 | 0.529 | 0.648 |
| 4.6 | 0.626 | 0.701 |
| 4.8 | 0.712 | 0.742 |
| 5.0 | 0.837 | 0.784 |

In the Cowley-Sze model, a thin layer of thickness $\delta$ and permittivity $\varepsilon_i$ separates the metal from the semiconductor. Electronic states at the semiconductor surface have a uniform density $D$ per energy and area. They carry no net charge when the Fermi level lies $\phi_0$ above the valence band edge. This energy $\phi_0$ is the neutrality level.

Take $T=300$ K, gap $E_g=1.12$ eV, electron affinity $\chi=4.05$ eV, relative permittivity 11.7, donor density $N=10^{16}$ cm$^{-3}$ and conduction-band effective density of states $N_c=3\times10^{19}$ cm$^{-3}$. The layer has $\delta=0.5$ nm and the permittivity of vacuum. The state densities are $D_A=1\times10^{13}$ and $D_B=4\times10^{13}$ eV$^{-1}$ cm$^{-2}$. Each threshold includes the standard image-force lowering for a metal in direct contact with silicon, and independent random noise of standard deviation 10 meV.

(a) Show that lines with different $D$ but one $\phi_0$ cross at a single work function.

(b) Recover $\phi_0$ from the data.

(c) Decide whether the data support a common level.

Energies are in eV and potentials in V, so an energy and its corresponding potential have the same numerical value. The elementary charge is $q>0$.

## First estimate by scaling

If the states are neutral, their number cannot matter. The two processes should then give the same barrier, so we look for the work function at which the threshold difference vanishes.

At 4.2 eV, B exceeds A by $0.192$ eV. At 5.0 eV, A exceeds B by $0.053$ eV. For straight lines the difference is proportional to the distance from the crossing, which therefore divides the 0.8 eV interval in the ratio $0.192:0.053$:

$$
\phi_M\approx4.2+0.8\,\frac{0.192}{0.192+0.053}=4.83\ \text{eV}.
$$

This is a fraction 0.784 of the way along the interval. Line A there gives $0.423+0.784(0.837-0.423)\approx0.75$ eV. With the Fermi level at neutrality, the barrier is the remaining part of the gap, so

$$
\phi_0\approx1.12-0.75=0.37\ \text{eV}.
$$

The estimate ignores charge in the depletion region. For a band bending of about half a volt, that charge is of order $\sqrt{2q\varepsilon_sN(0.5\ \text{V})}\approx0.04$ $\mu$C/cm$^2$, where $\varepsilon_s$ is the semiconductor permittivity. The states in A change their charge by $qD_A=1.6$ $\mu$C/cm$^2$ per eV of Fermi-level movement. The ratio is about 0.03 eV, which sets the energy scale of the neglected effect. The exact solution must show how much of it reaches $\phi_0$.

## Solution of the model

### The ideal lines

Let $Q_M$, $Q_{ss}$ and $Q_{sc}$ be the charges per area on the metal, in the interface states and in the semiconductor. Neutrality of the whole contact requires

$$
Q_M+Q_{ss}+Q_{sc}=0.
$$

Measured from the common Fermi level, the vacuum level is at $\phi_M$ beside the metal and at $\phi_B+\chi$ beside the semiconductor, where $\phi_B$ is the barrier before image-force lowering. Positive metal charge makes the electric potential of the metal side higher by $\delta Q_M/\varepsilon_i$. It makes the electron energy there lower by the same amount, hence

$$
\phi_M-\chi-\phi_B=-\frac{\delta Q_M}{\varepsilon_i}
=\frac{\delta}{\varepsilon_i}(Q_{ss}+Q_{sc}). \tag{1}
$$

At the surface the Fermi level is $E_g-\phi_B$ above the valence edge. Define $c=E_g-\phi_0$. The Fermi level is then $c-\phi_B$ above neutrality, and filling that interval with electrons gives

$$
Q_{ss}=-qD(c-\phi_B). \tag{2}
$$

If $\phi_B>c$, the Fermi level is below neutrality and the charge is positive, as it should be.

First set $Q_{sc}=0$ and write $\alpha=qD\delta/\varepsilon_i$. Equation (1) becomes

$$
\phi_M-\chi-\phi_B=\alpha(\phi_B-c).
$$

Now measure both coordinates from the expected common point, with $x=\phi_M-\chi-c$ and $y=\phi_B-c$. The left side is $x-y$ and the right side is $\alpha y$, so $x=(1+\alpha)y$, or

$$
\phi_B-c=\gamma(\phi_M-\chi-c),\qquad
\gamma=\frac{1}{1+\alpha}. \tag{3}
$$

Two lines with different $D$ have different $\gamma$. Equating their barriers gives $(\gamma_A-\gamma_B)x=0$, hence $x=0$ and $y=0$. In this ideal model every such line passes through

$$
\phi_M=\chi+c,\qquad \phi_B=c. \tag{4}
$$

As $D\to0$, $\gamma\to1$ and the line becomes the Schottky-Mott line $\phi_B=\phi_M-\chi$. As $D\to\infty$, $\gamma\to0$ and the barrier is pinned at $c$. For the two processes, $\alpha_A=0.905$ and $\alpha_B=3.62$, giving $\gamma_A=0.525$ and $\gamma_B=0.216$.

### Adding the depletion charge

Let $\psi$ be the upward band bending in the semiconductor. Neglecting holes, the charge density is $\rho=qN(1-e^{-\psi/kT})$, with $kT=0.02585$ eV. Poisson's equation is $\psi''=\rho/\varepsilon_s$. Multiplying by $\psi'$ and integrating from the field-free bulk to the surface, where $\psi=\psi_s$, gives

$$
\frac{(\psi'_s)^2}{2}=\frac{qN}{\varepsilon_s}
\left[\psi_s-kT\left(1-e^{-\psi_s/kT}\right)\right].
$$

The exponential is negligible when the bending is many times $kT$. The bending is $\psi_s=\phi_B-V_n$, where $V_n=kT\ln(N_c/N)=0.207$ V is the distance from the bulk Fermi level to the conduction band. Gauss's law gives $Q_{sc}=\varepsilon_s|\psi'_s|$, so

$$
Q_{sc}(\phi_B)=\sqrt{2q\varepsilon_sN(\phi_B-V_n-kT)}. \tag{5}
$$

Equation (1) is now

$$
x=(1+\alpha)y+\frac{\delta}{\varepsilon_i}Q_{sc}(c+y). \tag{6}
$$

The square root makes the graph slightly curved. Suppose curves A and B, with equal $\delta/\varepsilon_i$, meet at some $(x,y)$. Subtracting their two equations leaves $(\alpha_A-\alpha_B)y=0$, so again $y=0$. The common point is

$$
\phi_M=\chi+c+\frac{\delta}{\varepsilon_i}Q_{sc}(c),
\qquad \phi_B=c. \tag{7}
$$

Depletion charge moves the crossing sideways but leaves its barrier unchanged. The states are neutral there, and the remaining charge is the same in both processes.

### Adding image-force lowering

The standard formula treats the metal as if it touched the semiconductor. In that approximation, an electron at distance $z$ from the interface has image energy $-q/(16\pi\varepsilon_sz)$ in eV. A surface field $F=Q_{sc}/\varepsilon_s$ adds $-Fz$. The barrier top is where the total slope vanishes:

$$
\frac{q}{16\pi\varepsilon_sz_m^2}-F=0,
\qquad z_m=\sqrt{\frac{q}{16\pi\varepsilon_sF}}.
$$

At this distance the two contributions are equal, so the lowering is

$$
\Delta\phi=2Fz_m=\sqrt{\frac{qF}{4\pi\varepsilon_s}}. \tag{8}
$$

This treats the field as uniform over the distance $z_m$ and ignores the effect of the layer and its states on the image charge. Within this approximation the lowering depends on $\phi_B$ but not separately on $D$, so both curves are lowered equally at their common point. The measured crossing threshold is $h=c-\Delta\phi(c)$.

### Recovering the level

Fit each dataset by least squares to $a+S\phi_M$. The slope is the sum of products of deviations from the means, divided by the sum of squared work-function deviations, 0.400 eV$^2$. The mean work function is 4.60 eV, and the mean thresholds are 0.6254 eV for A and 0.6980 eV for B. Thus

$$
S_A=\frac{0.2022}{0.400}=0.5055,\qquad
a_A=0.6254-0.5055(4.60)=-1.6999\ \text{eV},
$$

$$
S_B=\frac{0.0864}{0.400}=0.2160,\qquad
a_B=0.6980-0.2160(4.60)=-0.2956\ \text{eV}.
$$

Equating the fitted thresholds gives

$$
\phi_M^*=\frac{a_B-a_A}{S_A-S_B}
=\frac{1.4043}{0.2895}=4.851\ \text{eV},
$$

$$
h=a_A+S_A\phi_M^*=0.752\ \text{eV}.
$$

The equation $c=h+\Delta\phi(c)$ is solved by starting with $c=h$ and repeatedly updating the small correction. It converges to $\Delta\phi=22.4$ meV and $c=0.775$ eV. Therefore

$$
\phi_0=E_g-c=1.120-0.775=0.345\ \text{eV}=345\ \text{meV}.
$$

### Random error

Let $e_A$ and $e_B$ be the errors of the fitted lines at the crossing. To first order, the crossing moves by $\Delta_M$, where $e_A+S_A\Delta_M=e_B+S_B\Delta_M$. Hence

$$
\Delta_M=\frac{e_B-e_A}{S_A-S_B},\qquad
\Delta_h=e_A+S_A\Delta_M=\frac{S_Ae_B-S_Be_A}{S_A-S_B}.
$$

The standard error of either line at $\phi_M^*$ is

$$
s=10\ \text{meV}\sqrt{\frac15+\frac{(4.851-4.600)^2}{0.400}}=6.0\ \text{meV}.
$$

Since the two line errors are independent,

$$
s_h=s\frac{\sqrt{S_A^2+S_B^2}}{S_A-S_B}=11\ \text{meV}. \tag{9}
$$

The small variation of the image correction is neglected here. The result is $\phi_0=0.345\pm0.011$ eV, one standard error from threshold noise alone. If the slopes were nearly equal, the denominator would make the crossing poorly determined.

### Is the level really common?

Any two lines with unequal slopes cross, so the existence of a crossing proves nothing about a common level. Its position does provide a test. Equation (7) requires

$$
\chi=\phi_M^*-c-\frac{\delta}{\varepsilon_i}Q_{sc}(c)
=4.851-0.775-0.024=4.052\ \text{eV}.
$$

The given affinity is 4.050 eV. To find the uncertainty, subtract the two errors above:

$$
\Delta_M-\Delta_h=
\frac{(1-S_A)e_B-(1-S_B)e_A}{S_A-S_B}.
$$

Its standard deviation is $s\sqrt{(1-S_A)^2+(1-S_B)^2}/(S_A-S_B)=19$ meV. The 2 meV discrepancy is well within it, so the data are consistent with one level.

To see what a failure would look like, return to the ideal lines and let $c_B=c_A+d$. With $x=\phi_M-\chi-c_A$, the barriers measured from $c_A$ are $\gamma_Ax$ for A and $d+\gamma_B(x-d)$ for B. Equating them gives

$$
x=\frac{(1-\gamma_B)d}{\gamma_A-\gamma_B}. \tag{10}
$$

The crossing misses the Schottky-Mott line by $x-\gamma_Ax=(1-\gamma_A)x$. Take $c_A=0.770$ eV and $d=50$ meV. The crossing moves to $\phi_M=4.947$ eV and $\phi_B=0.837$ eV, and the miss is 60 meV. With the slopes $\gamma_A$ and $\gamma_B$ the threshold noise in this test is about 21 meV there, larger than before because the crossing lies farther from the mean work function, so the miss is about 2.9 standard deviations. Reading that crossing as a common level would give $\phi_0=0.283$ eV, although the two actual levels would be 0.350 and 0.300 eV. The false answer lies outside the interval between them.

## Comparison of the estimate and the solution

The data were generated with $\phi_0=0.350$ eV. The estimate from the end points was 0.37 eV and the full analysis gives 0.345 eV. Without the image correction, the five-point fit gives 0.368 eV. Most of the difference between estimate and solution is therefore image lowering, not the use of two metals instead of five.

The scaling argument assigned about 0.03 eV to depletion charge. The solution finds a shift of 24 meV, but along the work-function axis. This shift is $\alpha_A$ times the ratio $Q_{sc}/(qD_A)$ used in the estimate, so the two sizes are similar only because $\alpha_A$ happens to be close to one. The shift leaves the crossing barrier unchanged, so depletion charge affects $\phi_0$ mainly through the image correction. The shift does matter in the test for a common level, where omitting it would imitate part of a mismatch.

Equation (7) was tested against numerical charge-balance solutions that included thermal occupation of the states and surface holes. For densities of $0.5$, $1$ and $4\times10^{13}$ eV$^{-1}$ cm$^{-2}$, every pair crossed within 0.03 meV of the values given by equation (7), which round to $\phi_M=4.844$ eV and $\phi_B=0.770$ eV. Straight-line fits to the noise-free thresholds biased $\phi_0$ by 0.01 meV for these metals, so curvature is unimportant here.

Errors in the work functions need separate treatment. Suppose both datasets use the same incorrect values $w$. For straight lines, the thresholds are $h+S(\phi_M-\phi_M^*)$. Least squares is linear in the fitted quantity, so it returns $h+SL(w)$, where $L(w)$ is the fit of $\phi_M-\phi_M^*$ against $w$. Both fitted lines contain the same $L$ and cross at $L=0$, with threshold $h$ unchanged. With 50 meV random work-function errors and noise-free thresholds, the spread in $h$ was 0.01 meV when the errors were shared, but 16 meV when they were independent.

The test using $\chi$ has no such protection. To first order, shared errors move the crossing by their own fitted line, with standard deviation $50\times0.60=30$ meV. Combined with 19 meV from threshold noise, this gives about 36 meV. At the mismatched crossing of 4.947 eV the same combination is about 41 meV. A 60 meV miss would then be less than two standard deviations, and a 50 meV level mismatch could easily escape notice.

## Relation to real contacts

The parameters are rough values for metals on moderately doped silicon. The 0.5 nm vacuum-like layer is an effective description of an atomic-scale interface. Its largest calculated field is 9.6 MV/cm. The model assumes a uniform linear dielectric at this field, and a real layer of atomic thickness need not behave as one.

The image correction has a similar limit. For an electron far from the interface, a 0.5 nm layer with the permittivity of vacuum weakens the image attraction about as much as $11.7\times0.5\approx6$ nm of extra silicon would. This exceeds $z_m\approx3$ nm, so the direct-contact formula overstates the attraction there. Closer in, within about 2 nm of the interface, the image energy even becomes positive in this dielectric model, because a charge in silicon is repelled by a boundary with a medium of lower permittivity. The image energy could also depend on $D$ if the interface states screen the electron. The synthetic thresholds use the direct-contact formula, so the analysis matches them. For real data the choice matters: dropping the correction raises the inferred $\phi_0$ by 22 meV, twice the random error. This is not an upper bound. In the layered dielectric model the sum of image and field energy has no maximum inside the silicon. It rises toward the interface, to about $+25$ meV at 0.5 nm, so the correction could even change sign, although a continuum dielectric is unreliable at such distances.

Real processes can change more than the magnitude of $D$. In one trial the densities varied as $D[1\pm(E-\phi_0)/E_g]$, with $E$ measured from the valence edge, plus for A and minus for B. The noise-free analysis then overestimated $\phi_0$ by 3.4 meV. Increasing only B's layer to 0.7 nm gave an overestimate of 2.3 meV. Both are below the 11 meV random error. A process-dependent neutrality level is more serious: the 50 meV mismatch above moved the inferred level by 67 meV from that of A.

The measurement method also matters. A layer with a 1 eV tunnelling barrier and free-electron mass transmits a fraction of order $e^{-2\kappa\delta}$, with $\kappa=\sqrt{2m_eq(1\ \text{V})}/\hbar$. If that factor were ignored in a thermionic current $\propto e^{-\phi/kT}$, the inferred barrier would be too high by $2\kappa\delta kT=0.13$ eV. Attenuation does not move the true photoemission threshold, but it can affect how the threshold is read from the yield. Transmission through the layer rises with electron energy, which bends the plot of the square root of the yield against photon energy. A simple zero-temperature estimate takes the yield at excess photon energy $\xi$ as $\int_0^{\xi}(\xi-E)\,e^{-2\kappa(E)\delta}\,dE$, where $E$ is the energy of motion normal to the layer above threshold and $\kappa(E)$ is computed for a barrier of $1\ \text{eV}-E$. A straight line fitted from 0.1 to 0.4 eV above threshold then gives a value about 25 meV too high. The size depends on the assumed barrier: a height of 4.05 eV gives about 12 meV.

Within the semiconductor, the tunnelling energy $E_{00}=(\hbar/2)\sqrt{N/(m\varepsilon_s)}$, for a mass $m=0.26m_e$, is only $0.04\,kT$, so most of a thermal current passes over the barrier, with a smaller part tunnelling through the depletion region just below its top. The donor density is $3\times10^{-4}N_c$, so the nondegenerate treatment is suitable. At the highest barrier, surface holes reach 9% of the donor density; their charge lowers that barrier by only 0.03 meV. In process A the shift grows to about 1 meV at $\phi_M=5.2$ eV and 6 meV at 5.3 eV, where the hole charge should be included in equation (5). The numerical output following this text lists the values used.

## Table of computed values

```
T = 300 K, kT = 0.02585 eV
Eg = 1.12 eV, chi = 4.05 eV, true phi0 = 0.350 eV
relative permittivity: silicon 11.7, layer 1.0
donors = 1.0e+16 cm^-3, Nc = Nv = 3.0e+19 cm^-3
Vn = 0.2070 V, layer thickness = 0.50 nm
A: D = 1.0e+13 eV^-1 cm^-2, qD*delta/eps_i = 0.9048, gamma = 0.5250
B: D = 4.0e+13 eV^-1 cm^-2, qD*delta/eps_i = 3.6190, gamma = 0.2165
ideal crossing: phi_M = 4.820 eV, barrier = 0.770 eV
full-model crossing before image lowering: phi_M = 4.8438 eV
depletion charge at c = 0.0422 uC/cm2
surface field at c = 0.0408 MV/cm
image lowering at c: formula 22.40 meV, numerical 22.34 meV
data: phi_M (eV), threshold A (eV), threshold B (eV)
  4.2  0.423  0.615
  4.4  0.529  0.648
  4.6  0.626  0.701
  4.8  0.712  0.742
  5.0  0.837  0.784
means: phi_M 4.60, A 0.6254, B 0.6980 eV
sums: Sxx 0.400, SxA 0.2022, SxB 0.0864 eV^2
fit A: slope 0.5055, intercept -1.6999 eV
fit B: slope 0.2160, intercept -0.2956 eV
fitted crossing: phi_M = 4.8508 eV, h = 0.7522 eV
image correction = 22.45 meV, c = 0.7746 eV
recovered phi0 = 0.3454 eV = 345.4 meV
phi0 without image correction = 0.3678 eV
depletion shift of phi_M = 23.95 meV
recovered chi = 4.0522 eV
assumed threshold noise = 10 meV
errors from fitted slopes: line 6.0, h 11.3, phi_M-h 19.1 meV
model-slope error of h: formula 10.97, trials 11.01 meV
model-slope error of phi_M-h: formula 18.36, trials 18.34 meV
noise-free straight-fit bias in phi0 = 0.01 meV
work-function error = 50 meV; resulting error in h:
  shared 0.01 meV, independent 15.83 meV
level mismatch c_B-c_A = 50 meV, ideal crossing:
  phi_M 4.9470 eV, barrier 0.8367 eV, off Schottky-Mott 60.3 meV
tilted D: D(E)/D = 1 + t*(E-phi0)/Eg, t = +1 in A, -1 in B
  true crossing barrier 0.7684 eV, fit bias in phi0 3.40 meV
B layer 0.7 nm: fit bias in phi0 2.30 meV
largest layer field = 9.63 MV/cm
largest surface-hole/donor ratio = 0.0910
donor/Nc ratio = 3.33e-04
tunnelling E00 = 1.065 meV, E00/kT = 0.0412 (mass 0.26 m_e)
1 eV layer barrier, free mass: current-based barrier too high by 0.132 eV
```
